# Band-edge exciton fine structure of a CdSe nanocrystal, part 1

(Sections cited here and not found follow in the second part.)

## Eight pair states: from exchange alone to five levels

For a slightly elongated CdSe-like nanocrystal of radius 2.0 nm, the model worked out below puts the lowest exciton level 5.28 meV under the next one, and that lowest level does not couple to light. The bulk exchange splitting that goes into the calculation is 0.13 meV, some forty times smaller. If the radius is reduced to 1.5 nm at the same elongation, the exchange energy more than doubles, yet the gap, to first order in the elongation, falls to 4.42 meV. Three things need explaining: why the ground state is dark, why the gap is so large, and why stronger exchange can come with a smaller gap.

### The states

The lowest electron level has an s-like Bloch function and spin 1/2. The highest valence states have p-like Bloch functions with orbital angular momentum 1. Spin-orbit coupling joins this to spin 1/2 and leaves a quartet of angular momentum $J=3/2$ at the band edge. One electron state of two and one hole state of four make eight pairs.

I describe the missing valence electron as a hole with its own angular momentum, so that pair angular momenta add in the usual way. Hole energy is counted upward: a low hole energy means a low pair energy. The matrices $\sigma_i$ are the Pauli matrices of the electron, and $J_i$ are the spin-3/2 matrices of the hole.

### Exchange at one point

Start with an electron and a hole at the same place, without any envelope functions. Let $c^\dagger_{\sigma}$ create an s electron and $d^\dagger_{i\sigma'}$ create a hole by removing a valence electron of orbital $p_i$ and spin $\sigma'$. The Coulomb operator contains the product $c^\dagger_\sigma\, d_{j\tau'}\,c_\tau\, d^\dagger_{i\sigma'}$, in which a pair $(\tau,j\tau')$ recombines and a pair $(\sigma,i\sigma')$ is made. Two anticommutations bring it to the order $+c^\dagger_\sigma d^\dagger_{i\sigma'}d_{j\tau'}c_\tau$; the contraction left over belongs to the band energies. The sign is therefore positive, and the coefficient is

$$\delta_{\sigma\sigma'}\delta_{\tau\tau'}K_{ij},\qquad K_{ij}=\iint s^*(1)p_i(1)\,V(1,2)\,p_j^*(2)s(2).$$

The spin deltas appear because the Coulomb interaction does not flip spins. In a cubic environment $K_{ij}=K\delta_{ij}$. The short-range part of $K$ is the Coulomb energy of a transition density with itself, without its macroscopic average, and is positive.

The spin factor selects the combination $\sum_\sigma c^\dagger_\sigma d^\dagger_{i\sigma}|0\rangle$. It is unchanged by spin rotations, so it is a spin singlet of electron and hole, and its norm is $\sqrt2$. Exchange is thus $2K$ times the projector $P_S$ on the spin singlet. For slowly varying envelopes the interaction acts when both particles are in the same cell, which gives

$$H_x=g\,\delta(\mathbf r_e-\mathbf r_h)\,P_S,\qquad g>0,\qquad P_S=\tfrac14(1-\boldsymbol\sigma\cdot\boldsymbol\sigma_h).$$

Here $\boldsymbol\sigma_h$ is twice the hole spin $\mathbf s_h$. The macroscopic, long-range part of the exchange is left out for now and returns at the end.

### Projection on the quartet

Inside the $J=3/2$ quartet any vector operator is proportional to $\mathbf J$. For the hole spin the factor is $\langle\mathbf s_h\cdot\mathbf J\rangle/[J(J+1)]$. From $\mathbf L=\mathbf J-\mathbf s_h$,

$$\mathbf s_h\cdot\mathbf J=\tfrac12\left(J^2+s_h^2-L^2\right)=\tfrac12\left(\tfrac{15}{4}+\tfrac34-2\right)=\tfrac54 .$$

The factor is $(5/4)/(15/4)=1/3$, so $\boldsymbol\sigma_h\to\tfrac23\mathbf J$ and

$$P_S\to\tfrac14\left(1-\tfrac23\boldsymbol\sigma\cdot\mathbf J\right). \tag{1}$$

This identity was tested by building the singlet from the three p orbitals and both spins and projecting it on the quartet; the two eight-by-eight matrices agree.

Let $\mathcal S$ be the total angular momentum of electron spin and hole quartet, equal to 2 or 1. Since $\boldsymbol\sigma$ is twice the electron spin,

$$\boldsymbol\sigma\cdot\mathbf J=\mathcal S(\mathcal S+1)-\tfrac34-\tfrac{15}4=\begin{cases}+\tfrac32,&\mathcal S=2\\-\tfrac52,&\mathcal S=1.\end{cases}$$

By (1) the singlet content is 0 for the five states with $\mathcal S=2$ and 2/3 for the three states with $\mathcal S=1$. Exchange raises the triplet and leaves the quintet alone. Apart from a common shift this is $-\eta\,\boldsymbol\sigma\cdot\mathbf J$ with $\eta>0$: two levels, at $-3\eta/2$ and $5\eta/2$, separated by $4\eta$.

### Adding the anisotropy

A wurtzite nanocrystal has an axis $z$, the hexagonal axis of its lattice, taken here to coincide with the long or short axis of the crystal. To first order it splits the hole quartet into $\pm3/2$ and $\pm1/2$. From here on $\mathbf M$ denotes the spin-3/2 matrices acting on the quartet of confined hole states, whose structure is derived in the second half. The energy is $-(\Delta/2)(M_z^2-5/4)$. The bracket equals $+1$ for $|M|=3/2$ and $-1$ for $|M|=1/2$, so positive $\Delta$ puts $|M|=3/2$ lower by $\Delta$. The full model is

$$H=-\eta\,\boldsymbol\sigma\cdot\mathbf M-\frac{\Delta}{2}\left(M_z^2-\frac54\right). \tag{2}$$

The total projection $N=s_z+M$ is conserved. To find the blocks, write

$$\boldsymbol\sigma\cdot\mathbf M=\sigma_zM_z+\sigma_+M_-+\sigma_-M_+,\qquad \sigma_+=|\!\uparrow\rangle\langle\downarrow\!|,\quad\sigma_-=\sigma_+^\dagger .$$

The matrix elements needed are $\langle\tfrac12|M_-|\tfrac32\rangle=\sqrt{15/4-3/4}=\sqrt3$ and $\langle-\tfrac12|M_-|\tfrac12\rangle=\sqrt{15/4+1/4}=2$.

**$N=2$.** The one state is $|\!\uparrow,\tfrac32\rangle$, with $\sigma_zM_z=3/2$. Its energy is

$$E_{\pm2}=-\tfrac32\eta-\tfrac12\Delta .$$

The state with $N=-2$ is its time-reversed partner and has the same energy.

**$N=1$.** In the basis $|\!\uparrow,\tfrac12\rangle$, $|\!\downarrow,\tfrac32\rangle$,

$$H_1=\begin{pmatrix}-\tfrac12\eta+\tfrac12\Delta&-\sqrt3\,\eta\\-\sqrt3\,\eta&\tfrac32\eta-\tfrac12\Delta\end{pmatrix}.$$

The mean of the diagonal is $\eta/2$, and half its difference is $(\Delta-2\eta)/2$. Hence

$$E_{\pm1}^{L,U}=\tfrac12\eta\mp S,\qquad S=\sqrt{\tfrac14(2\eta-\Delta)^2+3\eta^2}=\sqrt{4\eta^2-\eta\Delta+\tfrac14\Delta^2}.$$

The upper sign belongs to $L$, the lower level. The block $N=-1$ is again the partner.

**$N=0$.** Both $|\!\uparrow,-\tfrac12\rangle$ and $|\!\downarrow,\tfrac12\rangle$ have diagonal energy $\eta/2+\Delta/2$, and they are coupled by $-2\eta$:

$$E_0^{L,U}=\tfrac12\eta+\tfrac12\Delta\mp2\eta .$$

The eight states thus form five levels: the three doublets $\pm2$, $\pm1^L$ and $\pm1^U$, and the two single levels $0^L$ and $0^U$. At $\Delta=0$ one has $S=2\eta$, and the five merge into the two levels of pure exchange. At $\eta=0$ they merge into two levels at $\mp\Delta/2$. Five levels need both interactions.

### Which level is lowest

Take $\eta>0$ and $\Delta>0$. Two squares settle the order:

$$\left(2\eta+\tfrac12\Delta\right)^2-S^2=3\eta\Delta>0,\qquad S^2-\left(2\eta-\tfrac12\Delta\right)^2=\eta\Delta>0 .$$

The first says $S<2\eta+\Delta/2$. Therefore $E_{\pm1}^L-E_{\pm2}=2\eta+\Delta/2-S>0$, and $E_0^U-E_{\pm1}^U$ equals the same positive quantity. The second says $S>|2\eta-\Delta/2|$. Therefore $E_0^L-E_{\pm1}^L=S-2\eta+\Delta/2>0$ and $E_{\pm1}^U-E_0^L=S+2\eta-\Delta/2>0$. The order is

$$\pm2\;<\;\pm1^L\;<\;0^L\;<\;\pm1^U\;<\;0^U .$$

The result depends on the sign of $\Delta$. Since $E_0^L-E_{\pm2}=\Delta$, a negative $\Delta$ puts $0^L$ below $\pm2$. The second square then changes sign, so $S<2\eta-\Delta/2$ and $0^L$ lies below $\pm1^L$ as well. The ground state has become a single state with $N=0$. Diagonalizing (2) for 200 random pairs with $\eta$ between 0.1 and 5 and $|\Delta|$ between 0.1 and 20, each with both signs of $\Delta$, gave $N=\pm2$ at the bottom for every positive $\Delta$ and $N=0$ for every negative one.

### Which levels couple to light

An electric dipole transition creates a pair without flipping a spin: a spin singlet times a p orbital along the light's polarization. The three polarizations give three states that rotate as a vector, so they have $\mathcal S=1$. The eight states contain one such triplet, and these three states span it. The oscillator strength summed over polarizations, in units of that of a pure triplet state, is therefore the weight on $\mathcal S=1$. From the two eigenvalues of $\boldsymbol\sigma\cdot\mathbf M$ the projector is

$$P_1=\tfrac14\left(\tfrac32-\boldsymbol\sigma\cdot\mathbf M\right). \tag{3}$$

For a normalized eigenstate of (2), $\partial E/\partial\eta=-\langle\boldsymbol\sigma\cdot\mathbf M\rangle$, because the change of the state itself does not contribute at first order. So

$$f=\tfrac14\left(\tfrac32+\frac{\partial E}{\partial\eta}\right).$$

The slopes are $-3/2$ for $\pm2$ and for $0^L$, and $5/2$ for $0^U$. Differentiating $S^2$ gives $\partial S/\partial\eta=(8\eta-\Delta)/(2S)$. Hence

$$f_{\pm2}=f_0^L=0,\qquad f_0^U=1,\qquad f_{\pm1}^{L,U}=\frac12\mp\frac{8\eta-\Delta}{8S}.$$

The $\pm2$ states are dark because one photon cannot supply two units of angular momentum in a dipole transition. The state $0^L$ is dark for another reason: it is a pure $\mathcal S=2$ combination. The ground state is thus dark for either sign of $\Delta$, but it is the $\pm2$ doublet only for $\Delta>0$.

For $\Delta\gg\eta$, $S\to\Delta/2$ and the strengths of $\pm1^L$ and $\pm1^U$ tend to 3/4 and 1/4. These are the strengths of pairs with pure $|M|=3/2$ and $|M|=1/2$ holes. For $\eta\gg\Delta$ they tend to 0 and 1, as pure exchange requires.

### The gap and its two ceilings

The gap from the dark ground doublet to the first bright level is

$$G=2\eta+\tfrac12\Delta-S. \tag{4}$$

If $\Delta\gg\eta$, then $S\approx\Delta/2-\eta$ and $G\to3\eta$. If $\eta\gg\Delta$, then $S\approx2\eta-\Delta/4$ and $G\to3\Delta/4$. The gap approaches both limits from below. At fixed $\Delta$,

$$\frac{\partial G}{\partial\eta}=2-\frac{8\eta-\Delta}{2S}>0,\quad\text{because}\quad 16S^2-(8\eta-\Delta)^2=3\Delta^2>0 .$$

At fixed $\eta$,

$$\frac{\partial G}{\partial\Delta}=\frac12-\frac{\Delta-2\eta}{4S}>0,\quad\text{because}\quad 4S^2-(\Delta-2\eta)^2=12\eta^2>0 .$$

So $G<3\Delta/4$ and $G<3\eta$ for all positive $\eta$ and $\Delta$. This answers the last of the three questions. At a radius of 1.5 nm the anisotropy of the example, to first order in the elongation, is $\Delta=6.47$ meV, and no exchange, however strong, could lift the gap above $0.75\times6.47=4.85$ meV. At 2.0 nm $\Delta$ is larger, and the gap of 5.28 meV already exceeds that ceiling. Why $\Delta$ shrinks with the radius, and why $\eta$ is so much larger than in the bulk, depends on the shape of the hole state.

## The hole envelope and the size of the two energies

The first half reduced the eight pair states to $H=-\eta\,\boldsymbol\sigma\cdot\mathbf M-(\Delta/2)(M_z^2-5/4)$. For positive $\eta$ and $\Delta$ the ground level is the dark doublet $N=\pm2$, and the gap above it is $G=2\eta+\Delta/2-S$ with $S^2=4\eta^2-\eta\Delta+\Delta^2/4$. Short-range exchange is $g\,\delta(\mathbf r_e-\mathbf r_h)P_S$, with $P_S=\frac14(1-\frac23\boldsymbol\sigma\cdot\mathbf J)$ in the band-edge quartet. What remains is to find $\eta$ and $\Delta$ for confined particles.

### A hole in a sphere

I use a sphere of radius $a$ with infinitely high walls, and confinement strong enough that the Coulomb attraction does not reshape the envelopes. The hole obeys the spherical Luttinger Hamiltonian, with $\gamma_1$ and $\gamma$ fixing the masses. For $\mathbf k=k\hat{\mathbf k}$,

$$H_h=\frac{\hbar^2k^2}{2m_0}\left[\gamma_1-2\gamma T(\hat{\mathbf k})\right],\qquad T(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

$T$ is $+1$ for spin projection $\pm3/2$ along $\mathbf n$ (heavy hole) and $-1$ for $\pm1/2$ (light hole), so $T^2=1$. Since $J^2/3=5/4$, $T=(n_in_j-\delta_{ij}/3)J_iJ_j$ is a pure second-rank function of $\mathbf n$, and its average over directions is zero. The mass ratio is $\beta=m_{lh}/m_{hh}=(\gamma_1-2\gamma)/(\gamma_1+2\gamma)$.

Averaging plane waves over $\hat{\mathbf k}$ gives spherical waves. Second-rank functions acquire the factor $i^2=-1$:

$$\langle e^{i\mathbf k\cdot\mathbf r}\rangle=j_0(kr),\qquad\langle e^{i\mathbf k\cdot\mathbf r}T(\hat{\mathbf k})\rangle=-j_2(kr)T(\mathbf n),\quad\mathbf n=\mathbf r/r .$$

With the projectors $(1\pm T)/2$, the heavy wave is $j_0(kr)-j_2(kr)T(\mathbf n)$ and the light one $j_0(qr)+j_2(qr)T(\mathbf n)$, up to a factor. Equal energy requires $q=\sqrt\beta\,k$. The confined quartet is

$$\psi_M=\frac{1}{\sqrt{4\pi}}\left[R_0(r)+R_2(r)T(\mathbf n)\right]u_M, \tag{5}$$

$$R_0=C[j_0(kr)-\rho j_0(qr)],\quad R_2=-C[j_2(kr)+\rho j_2(qr)],\quad\rho=\frac{j_0(ka)}{j_0(qa)} .$$

This $\rho$ makes $R_0(a)=0$. Then $R_2(a)=0$ requires, with $\phi=ka$,

$$j_0(\phi)j_2(\sqrt\beta\phi)+j_2(\phi)j_0(\sqrt\beta\phi)=0,\qquad E=\frac{\hbar^2\phi^2}{2m_{hh}a^2}.$$

The norm is $\int_0^a r^2(R_0^2+R_2^2)dr=1$, because $T^2=1$ and the cross term averages to zero. In the limit $\beta\to1$ the condition gives $j_0(\phi)=0$, so $\phi=\pi$; then $\rho\to-1$, $R_2$ vanishes, and the simple particle in a sphere returns.

For $\gamma_1=2.00$, $\gamma=0.56$ and $a=2.0$ nm, $\beta=0.282$, $\phi=4.58$ and $E=175.8$ meV. A variational diagonalization with polynomials that vanish on the sphere gives the same energy. The lowest odd-parity hole level lies 30 meV higher, so the even quartet is the ground state. Its weight in $R_2$ is 0.049.

For positive $\eta$ and $\Delta$ the ground level is the dark $\pm2$ doublet, with a gap above it that stays below both $3\eta$ and $3\Delta/4$, and the envelope of the confined hole is now known. What remains is to use that envelope to find $\eta$ and $\Delta$, put numbers to the gap, and estimate the long-range exchange and other effects left out so far.
